# Conduction-band nonparabolicity in the Kane model: dependence on spin-orbit splitting

## 1. The question

In a heavily doped n-type channel made from a narrow-gap III-V semiconductor, electrons can fill the conduction band to energies that are a sizeable fraction of the gap. The band is then no longer parabolic, and the mass that governs the current is larger than the band-edge mass. A common one-parameter description is

$$\varepsilon(1+\alpha\varepsilon)=\frac{k^2}{2m},$$

where $\varepsilon$ is measured from the conduction edge and $m$ is the edge mass. If one valence level at distance $G$ below the edge causes the curvature, $\alpha=1/G$. Real valence bands are split by the spin-orbit interaction into levels at $G$ and $G+D$. How far does this splitting move the product $\alpha G$ from one?

Hartree atomic units, $\hbar=m_0=1$, are used until the example. We hold $G>0$ fixed and write $x=D/G\ge 0$. Setting $\gamma=k^2/(2m)$, we define $\alpha$ by the expansion to fourth order in $k$:

$$\varepsilon=\gamma-\alpha\gamma^2+O(\gamma^3). \tag{1}$$

This agrees with the one-parameter form to that order, since $\varepsilon+\alpha\varepsilon^2=\gamma-\alpha\gamma^2+\alpha\gamma^2+O(\gamma^3)$.

## 2. The model and its secular equation

The basis at $k=0$ is one s-like conduction orbital $S$ and three p-like valence orbitals $X,Y,Z$, each with two spins. Two things are left out at first: all remote bands, and the free-electron energy $k^2/2$. Section 6 shows that the second omission matters for the result.

The spin-orbit energy of the p states is $(D/3)\,\mathbf L\cdot\boldsymbol\sigma$. With $\boldsymbol\sigma=2\mathbf S$,

$$\mathbf L\cdot\boldsymbol\sigma=J(J+1)-L(L+1)-S(S+1).$$

For $L=1$, $S=1/2$ this is $+1$ when $J=3/2$ and $-2$ when $J=1/2$. If the unsplit p level is placed at $-G-D/3$, the two levels lie at $-G$ and $-G-D$, as required.

The momentum operator couples $S$ to the p orbital that points along $\mathbf k$. The rest of the model is rotationally invariant, so we may choose $z$ along $\mathbf k$. The coupling is then $\langle S|H|Z\rangle=iPk$, with $P$ real, and it conserves spin.

How is $Z\!\uparrow$ shared between the two p levels? It has $L_z=0$, and the remaining parts of $\mathbf L\cdot\boldsymbol\sigma$ change $L_z$, so the expectation value of $\mathbf L\cdot\boldsymbol\sigma$ vanishes. If $w$ is the weight in $J=3/2$,

$$w(+1)+(1-w)(-2)=0\quad\Rightarrow\quad w=\tfrac23,\qquad 1-w=\tfrac13 .$$

Let $M$ be the Hamiltonian of the p states alone, $c_s$ the amplitude of $S\!\uparrow$, and $|c_p\rangle$ the p part of the state. The eigenvalue equations are

$$\varepsilon c_s=iPk\,\langle Z\!\uparrow|c_p\rangle,\qquad (\varepsilon-M)|c_p\rangle=-iPk\,c_s|Z\!\uparrow\rangle .$$

The other spin does not enter: $M$ conserves $J_z$, which is $+1/2$ for $Z\!\uparrow$ and $-1/2$ for $Z\!\downarrow$. Solving the second equation for $|c_p\rangle$, inserting it in the first and using $(iPk)(-iPk)=P^2k^2$, we find

$$\varepsilon=P^2k^2\,W(\varepsilon),\qquad W(\varepsilon)=\frac{2/3}{\varepsilon+G}+\frac{1/3}{\varepsilon+G+D}. \tag{2}$$

Over a common denominator the numerator of $W$ is $\tfrac23(\varepsilon+G+D)+\tfrac13(\varepsilon+G)=\varepsilon+G+\tfrac23D$. Hence

$$\varepsilon(\varepsilon+G)(\varepsilon+G+D)=P^2k^2\left(\varepsilon+G+\tfrac23D\right), \tag{3}$$

which is the Kane secular equation. The $J=3/2$ states with $J_z=\pm3/2$ contain no $Z$ orbital. They stay at $-G$ as a flat heavy-hole band, an artefact of leaving out the free-electron term and remote bands.

## 3. The quartic coefficient

Near the edge, $W(\varepsilon)=W(0)+W'(0)\varepsilon+\dots$. The leading term of (2) is $\varepsilon=P^2k^2W(0)$, which must equal $\gamma$:

$$\frac1{2m}=P^2W(0). \tag{4}$$

Putting $\varepsilon=\gamma$ into the small term of $W$ gives the next order:

$$\varepsilon=P^2k^2W(0)+P^2k^2W'(0)\gamma+\dots=\gamma+\frac{W'(0)}{W(0)}\gamma^2+\dots$$

Comparison with (1) gives $\alpha=-W'(0)/W(0)$. A factor $1/3$ cancels:

$$\alpha=\frac{2/G^2+1/(G+D)^2}{2/G+1/(G+D)}. \tag{5}$$

Let $r=G/(G+D)=1/(1+x)$. Then

$$\alpha G=\frac{2+r^2}{2+r},\qquad 1-\alpha G=\frac{r(1-r)}{2+r}.$$

Now $1-r=x/(1+x)$ and $2+r=(3+2x)/(1+x)$, so

$$\alpha G=1-\frac{x}{(1+x)(3+2x)}. \tag{6}$$

The coupling $P$ has dropped out.

## 4. The two ends and the minimum

At $x=0$ the fraction in (6) vanishes and $\alpha G=1$. For small $x$ the shortfall $1-\alpha G$ is about $x/3$. For large $x$ it is about $1/(2x)$, so $\alpha G$ tends to one again, but slowly.

At both ends more is true. For $D=0$, (2) becomes $\varepsilon(\varepsilon+G)=P^2k^2$, and (4) gives $P^2k^2=G\gamma$. For $D\to\infty$ at fixed $k$, $G$ and $P$, the split-off term disappears: $\varepsilon(\varepsilon+G)=\tfrac23P^2k^2$, and (4) now gives $\tfrac23P^2k^2=G\gamma$. Either way,

$$\varepsilon\left(1+\frac{\varepsilon}{G}\right)=\gamma$$

holds in this model at every $k$, not just to fourth order.

For $0<x<\infty$, divide numerator and denominator of the fraction in (6) by $x$:

$$1-\alpha G=\frac1{5+2x+3/x},\qquad 2x+\frac3x=2\sqrt6+\left(\sqrt{2x}-\sqrt{3/x}\right)^2 .$$

The square vanishes when $2x=3/x$, that is, at $x=\sqrt{3/2}\approx1.22$. There the shortfall is largest, with value $1/(5+2\sqrt6)=5-2\sqrt6$, because $(5+2\sqrt6)(5-2\sqrt6)=1$. Therefore

$$(\alpha G)_{\min}=2\sqrt6-4\approx0.899 .$$

This is the only minimum, since $2x+3/x$ falls below that point and rises above it.

Equation (6) was tested against the full $8\times8$ matrix, by extracting the $k^2$ and $k^4$ coefficients of its top eigenvalue. The matrix gave:

| $D/G$ | $\alpha G$ |
|---|---|
| 0 | 1.000 |
| 0.25 | 0.943 |
| 1 | 0.900 |
| 1.22 | 0.899 |
| 5 | 0.936 |
| 100 | 0.995 |

**Why there is a dip.** A valence level with weight $w_i$ at distance $g_i$ contributes $w_i/g_i$ to the inverse mass and $w_i/g_i^2$ to the numerator of $\alpha$. So $\alpha$ is the average of $1/g_i$, each level being weighted by its share of the inverse mass. The split-off share is $r/(2+r)$, and its inverse gap is smaller than $1/G$ by the fraction $1-r$. The product of these two factors is the shortfall. With no splitting the second factor is zero; with infinite splitting the first is zero. In between, the split-off band still helps to make the electron light but adds relatively little to the nonparabolicity.

## 5. Beyond fourth order

How good is the one-parameter form at finite energy? Define a running coefficient $a(\varepsilon)$ by $\varepsilon[1+a(\varepsilon)\varepsilon]=\gamma$. From (2) and (4), $\gamma/\varepsilon=W(0)/W(\varepsilon)$. Put $c=G+\tfrac23D$ and $u=\varepsilon+c$. Then $\varepsilon+G=u-\tfrac23D$ and $\varepsilon+G+D=u+\tfrac13D$, so

$$\frac1{W(\varepsilon)}=\frac{(u-\frac23D)(u+\frac13D)}{u}=u-\frac D3-\frac{2D^2}{9u}. \tag{7}$$

Subtract the value at $\varepsilon=0$, where $u=c$, and use $1/c-1/(\varepsilon+c)=\varepsilon/[c(\varepsilon+c)]$:

$$\frac1{W(\varepsilon)}-\frac1{W(0)}=\varepsilon\left[1+\frac{2D^2}{9c(\varepsilon+c)}\right].$$

Multiplying by $W(0)=c/[G(G+D)]$ and dividing by $\varepsilon$ gives

$$a(\varepsilon)=\frac{c}{G(G+D)}\left[1+\frac{2D^2}{9c(\varepsilon+c)}\right]. \tag{8}$$

For finite $D>0$ this falls as $\varepsilon$ rises, starting from $a(0)=\alpha$. At the true Kane energy, $\varepsilon(1+\alpha\varepsilon)$ therefore exceeds $\gamma$, so the hyperbola with constant $\alpha$ lies below the Kane band.

## 6. The free-electron term and remote bands

Leaving out remote bands is not enough to obtain end values of one. To see this, add $\tfrac12 c_0k^2$ to the conduction level and $\tfrac12 vk^2$ to every valence level. The free-electron term is the case $c_0=v=1$; other values imitate remote bands in a simple isotropic way. Equation (2) becomes

$$\varepsilon-\tfrac12c_0k^2=P^2k^2\,W\!\left(\varepsilon-\tfrac12vk^2\right).$$

Let $m$ now be the full edge mass, so that $\tfrac12k^2=m\gamma$. At order $k^2$, $P^2k^2W(0)=(1-c_0m)\gamma$. At the next order the argument of $W$ is $(1-vm)\gamma$, and the quartic term is

$$P^2k^2W'(0)(1-vm)\gamma=-\alpha(1-c_0m)(1-vm)\gamma^2 ,$$

with $\alpha$ still given by (5). Hence

$$\alpha_{\rm full}G=(1-c_0m)(1-vm)\left[1-\frac{x}{(1+x)(3+2x)}\right]. \tag{9}$$

With the free-electron term alone the extra factor is $(1-m)^2$, and the end values fall below one. If $m$ is held fixed while $x$ varies, the minimum stays at $\sqrt{3/2}$. If $P$ and $G$ are held fixed instead, $m$ grows with $D$, because $W(0)$ falls. The extra factor then slopes downward and moves the minimum to larger $x$. For the values of $P$ and $G$ used below, diagonalization gives $\alpha_{\rm full}G=0.965$ at $x=0$, 0.944 at $x=100$, and a minimum of 0.860 at $x=1.33$.

## 7. A doped channel layer

Take a thick n-type layer with round parameters in the rough regime of InAs: $G=0.36$ eV, $D=0.38$ eV, Kane energy $E_P=20$ eV, electron density $n=5\times10^{17}$ cm$^{-3}$, scattering time $\tau=0.2$ ps, thickness 100 nm, temperature 300 K and field 0.0005 MV/cm. In these units $\hbar^2/2m_0=0.0381$ eV nm$^2$, and $P^2=E_P\hbar^2/2m_0$ gives $P=0.873$ eV nm. The free-electron term is again left out.

The ratio $x=0.38/0.36=1.06$ lies near the minimum, and (6) gives $\alpha G=0.90$, or $\alpha=2.50$ eV$^{-1}$. From (4), $m/m_0=1/[E_PW(0)]$:

$$\frac m{m_0}=\frac{0.36\times0.74}{20\,(0.36+\frac23\times0.38)}=0.0217 .$$

The Fermi wavevector is $k_F=(3\pi^2n)^{1/3}=0.2455$ nm$^{-1}$, so

$$\gamma=\frac{0.0381\times0.2455^2}{0.0217}\ \text{eV}\approx106\ \text{meV}.$$

The zero-temperature Fermi energy then depends on the description of the band:

- Kane equation (3): 87.0 meV.
- Hyperbola with $\alpha$: 86.9 meV.
- Hyperbola with $1/G$: 85.5 meV.
- Quartic series (1): 77.8 meV.
- Parabola: 105.8 meV.

The series is poor although its coefficient is right. Solving the hyperbola gives $\varepsilon=(\sqrt{1+4\alpha\gamma}-1)/(2\alpha)$, whose power series converges only for $4\alpha\gamma\le1$; here $4\alpha\gamma\approx1.06$. The coefficient should be used in the hyperbola, not in the truncated series. The running value $a(E_F)G=0.891$ is close to $\alpha G$, which is why the hyperbola works well.

The mass that relates momentum to velocity is $m(\varepsilon)=\hbar^2k/(d\varepsilon/dk)=\tfrac12\hbar^2\,d(k^2)/d\varepsilon$. Since $k^2=\varepsilon/(P^2W)$, (7) gives

$$\frac{m(\varepsilon)}{m_0}=\frac1{E_P}\left[\frac1{W(\varepsilon)}+\varepsilon\left(1+\frac{2D^2}{9(\varepsilon+c)^2}\right)\right].$$

At the Fermi energy this is 0.0310, some 43% above the edge value. The hyperbola, for which $m(\varepsilon)=m(1+2\alpha\varepsilon)$, gives 0.0311 with $\alpha$ and 0.0320 with $1/G$. At fixed $\tau$ the mobility $e\tau/m(E_F)$ is 11,300 cm$^2$/Vs, against 16,200 with the edge mass. Using $1/G$ lowers it to 11,000, about 3% below the Kane value. The departure of $\alpha G$ from one is thus a small correction here; nonparabolicity itself is a large one.

**Temperature.** Integrating $n=\pi^{-2}\int k^2f\,dk$ by parts gives $n=(3\pi^2)^{-1}\int k^3(-\partial f/\partial\varepsilon)\,d\varepsilon$, with $f$ the Fermi function. At 300 K the chemical potential is 75 meV, or 2.9 $k_BT$, so the gas is only moderately degenerate. In the relaxation-time approximation the mobility is $e$ times the average of $\tau/m(\varepsilon)$ with weight $k^3(-\partial f/\partial\varepsilon)$. It is 10,500 cm$^2$/Vs for constant $\tau$. If $\tau$ is proportional to $\varepsilon$ and equals 0.2 ps at $E_F$, it is 13,300. This rise comes from the longer mean scattering time that results when $\tau$ is fixed at $E_F$, not from the shape of the band. A mobility estimate therefore needs the size of $\tau$ as well as its energy dependence.

## 8. What the example leaves out

**Other band terms.** At fixed $P$, the free-electron term raises the Fermi energy by 2.3 meV. Remote terms of rough size $c_0,v=\pm2$ shift it by up to 4.6 meV. By (9) the same terms can change $\alpha G$ by about 9%, nearly as much as the whole dip. Real remote terms can be larger than this and depend on direction. The value 0.90 thus belongs to the simplified model and is not a prediction for a material. Spin splitting from the missing inversion centre, with a rough coefficient of 0.03 eV nm$^3$, depends on direction and is at most about 0.4 meV at $k_F$.

**Gap, exchange and confinement.** If cooling raises the gap by a rough 0.06 eV at fixed $P$ and $D$, the Fermi energy falls by 8 meV. For exchange, integrate the Coulomb interaction $4\pi e^2/(\kappa q^2)$ over the filled Fermi sphere, with rough permittivity $\kappa=15$ and no screening by the carriers. The band edge drops by $2e^2k_F/(\pi\kappa)$ (Gaussian form), or 15 meV, and the state at $k_F$ by half as much, so the filled band widens by 7.5 meV. Confinement between hard walls a distance $L$ apart raises the lowest subband edge by about $\hbar^2\pi^2/(2mL^2)$, or 1.7 meV. At the same mean density the Fermi energy rises by more, about 5 meV, because the higher subbands move up too. Both shifts grow overall as the layer gets thinner, though at zero temperature the Fermi-energy shift ripples slightly each time a subband empties; at 300 K the ripple is smoothed out. A 10 nm channel needs its own subband calculation.

**Field.** An electron that moves along the electric force at the Fermi velocity gains 9 meV per free path. It would need 39 such paths, all along the force and without energy loss, to gain one gap. With a rough energy relaxation time of 1 ps, heating adds 2.6 meV per carrier. The interband tunnelling probability is roughly $e^{-2700}$ in the semiclassical estimate. At 0.1 MV/cm, 200 times the field, that exponent falls to about 13, and one unimpeded free path would supply more than a gap. The low-field mobility then has no use. A satellite valley at a rough 0.7 eV carries a Boltzmann factor of $3\times10^{-11}$ at the low field.

## 9. Beside real III-V channels

The chosen gap, splitting and edge mass are close to typical InAs values, and a mobility of order $10^4$ cm$^2$/Vs is reasonable for doped n-type material at room temperature. The scattering time is an input, so this agreement does not test the band model. The estimate also assumes that the surfaces do not destroy momentum along the layer. In a real 100 nm layer this may fail, and it would matter, because the free path at the Fermi level is 183 nm. If every surface collision destroyed the momentum along the layer, a crude extra rate would be $v_F/(2L)$, since the mean of $|v_z|$ is $v_F/2$. This would cut the zero-temperature mobility of 11,300 cm$^2$/Vs by a factor $1+183/200\approx1.9$, to about 6,000 cm$^2$/Vs.

In other compounds the ratio $D/G$ differs. At room temperature it is roughly 0.25 in GaAs and 5 in InSb, for which (6) gives 0.94 in both cases. In GaAs, whose edge mass is roughly $0.07\,m_0$, the free-electron factor $(1-m)^2$ taken alone lowers the product by more than the spin-orbit splitting does, but remote bands can offset this in some directions. Even in InAs, with its small edge mass, remote-band terms matter, and their size depends on the parameter set. One commonly quoted set ($E_P=21.5$ eV, $m=0.026\,m_0$) raises $\alpha G$ by 20 to 27% depending on direction, to values above one; another ($E_P=22.2$ eV, $m=0.023\,m_0$) raises it by only 4 to 11%. Equation (6) therefore isolates the effect of the spin-orbit splitting. To obtain $\alpha$ for a real material, remote-band terms and their dependence on direction must be included.

## Computed values

```
p-orbital weights, J=3/2 and J=1/2: 0.6667, 0.3333
alpha*G from 8x8 matrix at D/G = 0.0000: 1.00000
alpha*G from 8x8 matrix at D/G = 0.2500: 0.94286
alpha*G from 8x8 matrix at D/G = 1.0000: 0.90000
alpha*G from 8x8 matrix at D/G = 1.2247: 0.89898
alpha*G from 8x8 matrix at D/G = 5.0000: 0.93590
alpha*G from 8x8 matrix at D/G = 100.0000: 0.99512
minimum found on matrix band: D/G = 1.22, alpha*G = 0.8990
closed forms sqrt(3/2), 2sqrt6-4: 1.2247, 0.89898
with free term, alpha*G at D/G = 0 and 100: 0.9649, 0.9437
with free term, minimum (P, G fixed): D/G = 1.33, 0.8605
example gap, splitting, Kane energy: 0.36, 0.38, 20.0 eV
density 5.0e+17 cm^-3, temperature 300 K, kT 25.85 meV
scattering time 0.2 ps, thickness 100 nm
field: 0.0005 MV/cm
hbar^2/(2 m0): 0.03810 eV nm^2; P: 0.8729 eV nm
D/G: 1.0556; alpha*G: 0.8995; alpha: 2.4987 1/eV
alpha*G of example with free term: 0.8617
edge mass: 0.02172 m0; Fermi wavevector: 0.2455 1/nm
parabolic energy gamma at kF: 105.77 meV
Fermi energy, Kane band, zero temperature: 87.03 meV
same, quartic series: 77.82 meV
same, hyperbola with alpha: 86.90 meV
same, hyperbola with 1/G: 85.48 meV
running alpha*G at Fermi energy: 0.8907
mass at Fermi level, Kane band: 0.03103 m0
same, hyperbola with alpha and with 1/G: 0.03115, 0.03203 m0
mobility with edge mass: 16197 cm2/Vs
mobility with Kane mass at Fermi level: 11336 cm2/Vs
mobility, hyperbola alpha and 1/G: 11293, 10982 cm2/Vs
chemical potential at 300 K: 75.27 meV
mobility at 300 K, constant scattering time: 10517 cm2/Vs
mobility at 300 K, time proportional to energy: 13309 cm2/Vs
Fermi energy shift, free-electron term: 2.30 meV
largest shift, remote terms of +-2/m0: 4.59 meV
shift if gap rises by 0.06 eV on cooling: -8.21 meV
exchange lowering at edge, at kF (permittivity 15): 15.0, 7.5 meV
confinement energy of layer: 1.73 meV
spin splitting at kF (coefficient 0.03 eV nm^3): 0.44 meV
Boltzmann factor of valley at 0.7 eV: 3.2e-11
Fermi velocity: 9.16e+05 m/s; free path: 183 nm
energy gained per free path: 9.16 meV
carrier heating (energy relaxation 1 ps): 2.63 meV
free paths needed to gain one gap: 39
interband tunnelling exponent: 2664
```
